# The Obara–Saika recurrence for electron repulsion integrals, derived from three-centre overlaps, part 2

The problem is to build electron repulsion integrals over Gaussians with high powers from integrals with lower powers. The functions are real, unnormalised primitives,

\[
\phi_a(\mathbf r)=\prod_{i=x,y,z}(r_i-A_i)^{a_i}\;e^{-\alpha|\mathbf r-\mathbf A|^2},
\]

and likewise \(\phi_b,\phi_c,\phi_d\) with centres \(\mathbf B,\mathbf C,\mathbf D\) and exponents \(\beta,\gamma,\delta\). An s function has all powers zero; \(a\pm1_i\) means that \(a_i\) is raised or lowered by one at fixed centre and exponent. Atomic units are used. The repulsion integral \((ab|cd)\) has \(\phi_a\phi_b\) for electron 1, \(\phi_c\phi_d\) for electron 2 and the kernel \(1/r_{12}\), with \(r_{12}=|\mathbf r_1-\mathbf r_2|\).

Part (a) gave the product rule

\[
e^{-\alpha|\mathbf r-\mathbf A|^2}e^{-\beta|\mathbf r-\mathbf B|^2}=K_{AB}\,e^{-\zeta|\mathbf r-\mathbf P|^2},
\qquad K_{AB}=e^{-\alpha\beta|\mathbf A-\mathbf B|^2/\zeta},
\]

with \(\zeta=\alpha+\beta\) and \(\mathbf P=(\alpha\mathbf A+\beta\mathbf B)/\zeta\). For electron 2, \(\eta=\gamma+\delta\), \(\mathbf Q=(\gamma\mathbf C+\delta\mathbf D)/\eta\) and \(K_{CD}=e^{-\gamma\delta|\mathbf C-\mathbf D|^2/\eta}\).

Part (b) showed that the integral of \(|\phi_a\phi_b|\,r_{12}^{-1}|\phi_c\phi_d|\) is finite, and that

\[
(ab|cd)=\frac2{\sqrt\pi}\int_0^\infty I(ab,cd;u)\,du,
\]

where \(I(ab,cd;u)\), or \(I\), has the kernel \(e^{-u^2r_{12}^2}\) in place of \(1/r_{12}\).

A recurrence for the three-centre overlap over electron 1 at fixed \(\mathbf r_2\) (part (c)) and a coupled pair of equations for the first moments of the two electrons (part (d)), solved in part (e), led to the fixed-\(u\) relation

\[
I(a+1_i\,b,cd)=(P_i-A_i)I+\tau(W_i-P_i)I+\frac1{2\zeta}\left(1-\frac\rho\zeta\tau\right)L_{ab}+\frac{\tau}{2(\zeta+\eta)}L_{cd}.
\]

Here \(\rho=\zeta\eta/(\zeta+\eta)\), \(\tau=u^2/(\rho+u^2)\), \(\mathbf W=(\zeta\mathbf P+\eta\mathbf Q)/(\zeta+\eta)\) and \(L_{ab}=a_iI(a-1_i\,b,cd)+b_iI(a\,b-1_i,cd)\); \(L_{cd}\) is the same combination for \(c\) and \(d\). The abbreviation \(\Delta=(\zeta+\eta)(\rho+u^2)\) is also used.

The factors \(\tau\) prevent the integral over \(u\) from closing on repulsion integrals alone. Part (f) asks for a family of integrals on which it does close, and for the recurrence written out term by term.

**Solution.** Define, for \(m=0,1,2,\dots\),

\[
(ab|cd)^m=\frac2{\sqrt\pi}\int_0^\infty\tau^m\,I(ab,cd;u)\,du .
\]

Since \(0\le\tau<1\), the absolute bound of part (b) also covers these integrals, and they are finite. The case \(m=0\) is the repulsion integral itself. Multiply the fixed-\(u\) relation by \((2/\sqrt\pi)\tau^m\) and integrate. The coefficients \(P_i-A_i\), \(W_i-P_i\), \(\zeta\), \(\eta\) and \(\rho\) do not depend on \(u\), and every further factor \(\tau\) raises \(m\) by one. Writing out \(L_{ab}\) and \(L_{cd}\) gives

\[
\begin{aligned}
(a+1_i\,b|cd)^m={}&(P_i-A_i)(ab|cd)^m+(W_i-P_i)(ab|cd)^{m+1}\\
&+\frac{a_i}{2\zeta}\left[(a-1_i\,b|cd)^m-\frac\rho\zeta(a-1_i\,b|cd)^{m+1}\right]\\
&+\frac{b_i}{2\zeta}\left[(a\,b-1_i|cd)^m-\frac\rho\zeta(a\,b-1_i|cd)^{m+1}\right]\\
&+\frac{c_i}{2(\zeta+\eta)}(ab|c-1_i\,d)^{m+1}+\frac{d_i}{2(\zeta+\eta)}(ab|c\,d-1_i)^{m+1}.
\end{aligned}
\]

These are the eight terms: two with unchanged powers, four with a lowered power on electron 1 and two with a lowered power on electron 2. To raise \(b\) instead, exchange \(a\) with \(b\) and \(\mathbf A\) with \(\mathbf B\). To raise a function of electron 2, exchange the electrons; \(\rho\), and with it \(\tau\), is unchanged by this.

The auxiliary integrals with \(m\ge1\) belong to the modified interaction \(v_m(r)=(2/\sqrt\pi)\int_0^\infty\tau^me^{-u^2r^2}du\). When \(\sqrt\rho\,r\gg1\), the exponential admits only \(u\ll\sqrt\rho\), where \(\tau\approx u^2/\rho\), so \(v_m\) falls off as \(r^{-(2m+1)}\). The interaction \(v_m\) contains \(\rho\), hence the exponents of the four functions. It is a device for one quartet of primitives.

This also limits the use of the recurrence. In a contracted function, which is a fixed sum of primitives, \(\zeta\), \(\rho\), \(\mathbf P\) and \(\mathbf W\) in general change from one primitive quartet to the next. The step is carried out for each quartet, and the results are then summed with contraction coefficients. Normalisation constants depend on exponent and powers, so they too are applied afterwards.

### (g) The starting integrals

Evaluate \((ss|ss)^m\), from which the recurrence starts.

**Solution.** For four s functions part (a) gives

\[
I(ss,ss;u)=K_{AB}K_{CD}\iint e^{-\zeta|\mathbf r_1-\mathbf P|^2-u^2|\mathbf r_1-\mathbf r_2|^2-\eta|\mathbf r_2-\mathbf Q|^2}d\mathbf r_1d\mathbf r_2 .
\]

Apply the product rule of part (a) to the two Gaussians in \(\mathbf r_1\), and integrate. The result is \([\pi/(\zeta+u^2)]^{3/2}e^{-\kappa|\mathbf r_2-\mathbf P|^2}\) with \(\kappa=\zeta u^2/(\zeta+u^2)\). The same operation for \(\mathbf r_2\) gives \([\pi/(\eta+\kappa)]^{3/2}e^{-\eta\kappa|\mathbf P-\mathbf Q|^2/(\eta+\kappa)}\). The denominators combine to

\[
(\zeta+u^2)(\eta+\kappa)=\zeta\eta+\eta u^2+\zeta u^2=\Delta=(\zeta+\eta)(\rho+u^2),
\qquad
\frac{\eta\kappa}{\eta+\kappa}=\frac{\zeta\eta u^2}{\Delta}=\rho\tau .
\]

Hence \(I(ss,ss;u)=K_{AB}K_{CD}\,\pi^3\Delta^{-3/2}e^{-\rho\tau|\mathbf P-\mathbf Q|^2}\).

Now substitute \(\tau=t^2\), which maps \(0\le u<\infty\) to \(0\le t<1\). Then \(u=\sqrt\rho\,t(1-t^2)^{-1/2}\), and

\[
\frac{du}{dt}=\sqrt\rho\left[(1-t^2)^{-1/2}+t^2(1-t^2)^{-3/2}\right]=\sqrt\rho\,(1-t^2)^{-3/2},
\qquad \rho+u^2=\frac{\rho}{1-t^2}.
\]

The powers of \(1-t^2\) cancel in the product \(\Delta^{-3/2}du\), which becomes

\[
(\zeta+\eta)^{-3/2}\rho^{-3/2}\sqrt\rho\;dt=\frac{dt}{(\zeta+\eta)^{3/2}\rho}=\frac{dt}{\zeta\eta\sqrt{\zeta+\eta}} .
\]

The starting integrals are thus

\[
(ss|ss)^m=\frac{2\pi^{5/2}K_{AB}K_{CD}}{\zeta\eta\sqrt{\zeta+\eta}}\,F_m(T),
\qquad F_m(T)=\int_0^1t^{2m}e^{-Tt^2}dt,\qquad T=\rho|\mathbf P-\mathbf Q|^2 .
\]

The \(F_m\) are the Boys functions. They are positive and decrease with \(m\), because \(t^2<1\) inside the interval. For large \(T\) the upper limit may be moved to infinity, so \(F_0\to\tfrac12\sqrt{\pi/T}\). The integral then becomes \(K_{AB}K_{CD}(\pi/\zeta)^{3/2}(\pi/\eta)^{3/2}/|\mathbf P-\mathbf Q|\), the repulsion of two point charges.

### (h) A check by differentiation

Obtain \((p_is|ss)\) without the recurrence and compare.

**Solution.** Differentiating an s function with respect to its centre gives \(\partial\phi_s/\partial A_i=2\alpha(r_i-A_i)\phi_s\). Therefore \((p_is|ss)=(2\alpha)^{-1}\partial(ss|ss)/\partial A_i\). The centre enters through \(K_{AB}\) and through \(T\):

\[
\frac1{2\alpha}\frac{\partial\ln K_{AB}}{\partial A_i}=-\frac\beta\zeta(A_i-B_i)=P_i-A_i,
\qquad
\frac1{2\alpha}\frac{\partial T}{\partial A_i}=\frac1{2\alpha}\,2\rho(P_i-Q_i)\frac\alpha\zeta=\frac\rho\zeta(P_i-Q_i).
\]

Since \(dF_0/dT=-F_1\), the second contribution is \((\rho/\zeta)(Q_i-P_i)(ss|ss)^1\). With \(\rho/\zeta=\eta/(\zeta+\eta)\) this is \((W_i-P_i)(ss|ss)^1\), and

\[
(p_is|ss)=(P_i-A_i)(ss|ss)^0+(W_i-P_i)(ss|ss)^1,
\]

in agreement with part (f) for zero powers.

The second term has a direct meaning at large distance. There \(F_1\to\tfrac14\sqrt\pi\,T^{-3/2}\), so \(F_1/F_0\to1/(2T)\), and the term tends to \((ss|ss)(Q_i-P_i)/(2\zeta|\mathbf P-\mathbf Q|^2)\). The cloud \((r_i-P_i)e^{-\zeta|\mathbf r-\mathbf P|^2}\) has a dipole moment equal to \(1/(2\zeta)\) times the charge of \(e^{-\zeta|\mathbf r-\mathbf P|^2}\). The term is the interaction of this dipole with the distant charge.

### (i) The case of s functions at b and d

Specialise the recurrence to s functions \(b\) and \(d\). State which starting integrals a target requires, and how powers on \(b\) can be recovered.

**Solution.** Write 0 for an s function in the second or fourth place. With \(b_i=d_i=0\) the two terms with \(b_i\) and the one with \(d_i\) vanish, and five terms remain:

\[
\begin{aligned}
(a+1_i\,0|c0)^m={}&(P_i-A_i)(a0|c0)^m+(W_i-P_i)(a0|c0)^{m+1}\\
&+\frac{a_i}{2\zeta}\left[(a-1_i\,0|c0)^m-\frac\rho\zeta(a-1_i\,0|c0)^{m+1}\right]+\frac{c_i}{2(\zeta+\eta)}(a0|c-1_i\,0)^{m+1}.
\end{aligned}
\]

This is the vertical recurrence. Exchanging the electrons gives its partner,

\[
\begin{aligned}
(a0|c+1_i\,0)^m={}&(Q_i-C_i)(a0|c0)^m+(W_i-Q_i)(a0|c0)^{m+1}\\
&+\frac{c_i}{2\eta}\left[(a0|c-1_i\,0)^m-\frac\rho\eta(a0|c-1_i\,0)^{m+1}\right]+\frac{a_i}{2(\zeta+\eta)}(a-1_i\,0|c0)^{m+1}.
\end{aligned}
\]

The s functions have not left the problem: their exponents and centres still enter \(\zeta\), \(\eta\), \(\mathbf P\), \(\mathbf Q\) and the prefactors.

Let \(L\) be the sum of all powers in the target. Each step lowers this sum by at least one and raises \(m\) by at most one. A target with \(m=0\) therefore requires no starting integral beyond \(m=L\).

Powers on \(b\) follow from \(r_{1i}-B_i=(r_{1i}-A_i)+(A_i-B_i)\), which under the integral reads

\[
(a\,b+1_i|cd)=(a+1_i\,b|cd)+(A_i-B_i)(ab|cd).
\]

The same identity holds for \(d\) with \(\mathbf C-\mathbf D\). Integrals with s functions at \(b\) and \(d\) are thus sufficient to build the others.

### (j) A five-term calculation

Take the exponents \(0.8,\,1.2,\,1.0,\,2.0\) bohr\(^{-2}\) for \(a,b,c,d\), with the centres \(\mathbf A=(0,0,0)\), \(\mathbf B=(1.0,0.4,-0.2)\), \(\mathbf C=(0.5,-0.6,0.9)\) and \(\mathbf D=(2.0,0.3,0.6)\) bohr. Calculate \((d_{xx}s|p_xs)\), where \(d_{xx}\) has the powers \((2,0,0)\).

**Solution.** The pair quantities are \(\zeta=2\), \(\eta=3\) and \(\rho=6/5=1.2\) bohr\(^{-2}\). The \(x\) components of the centres are \(P_x=1.2/2=0.6\), \(Q_x=(0.5+4.0)/3=1.5\) and \(W_x=(1.2+4.5)/5=1.14\) bohr. The recurrence then uses, in bohr,

\[
P_x-A_x=0.60,\quad W_x-P_x=0.54,\quad Q_x-C_x=1.00,\quad W_x-Q_x=-0.36,
\]

and, in bohr\(^2\), \(1/(2\zeta)=0.25\), \(\rho/(2\zeta^2)=0.15\) and \(1/[2(\zeta+\eta)]=0.10\).

With \(|\mathbf P-\mathbf Q|^2=1.54\) bohr\(^2\), \(T=1.2\times1.54=1.848\). The prefactor of the starting integrals is \(0.1795132\) bohr\(^5\). The target has \(L=3\), so four Boys functions are needed: \(F_0=0.6163618\), \(F_1=0.1241369\), \(F_2=0.0581327\) and \(F_3=0.0360151\). Their products with the prefactor are, in bohr\(^5\),

\[
(ss|ss)^{0,1,2,3}=0.1106451,\;0.0222842,\;0.0104356,\;0.0064652 .
\]

Raising \(c\) first gives, in bohr\(^6\),

\[
\begin{aligned}
(ss|p_xs)^0&=1.00(0.1106451)-0.36(0.0222842)=0.1026228,\\
(ss|p_xs)^1&=1.00(0.0222842)-0.36(0.0104356)=0.0185274,\\
(ss|p_xs)^2&=1.00(0.0104356)-0.36(0.0064652)=0.0081081 .
\end{aligned}
\]

Raising \(a\) from four s functions gives, in the same unit,

\[
(p_xs|ss)^1=0.60(0.0222842)+0.54(0.0104356)=0.0190057 .
\]

Next, \(a\) is raised in the presence of \(p_x\) at \(c\). The last term now contributes, and the results are in bohr\(^7\):

\[
\begin{aligned}
(p_xs|p_xs)^0&=0.60(0.1026228)+0.54(0.0185274)+0.10(0.0222842)=0.0738069,\\
(p_xs|p_xs)^1&=0.60(0.0185274)+0.54(0.0081081)+0.10(0.0104356)=0.0165384 .
\end{aligned}
\]

The last step has \(a_x=c_x=1\), and all five terms are present:

\[
\begin{aligned}
(d_{xx}s|p_xs)={}&0.60(0.0738069)+0.54(0.0165384)+0.25(0.1026228)\\
&-0.15(0.0185274)+0.10(0.0190057)\\
={}&0.0442841+0.0089307+0.0256557-0.0027791+0.0019006\\
={}&0.0779920\ \text{bohr}^8 .
\end{aligned}
\]

Direct quadrature of the integral with \(1/r_{12}\) gives the same digits. It uses \(\mathbf r_1-\mathbf r_2\) in polar coordinates, where the volume element removes the singularity, and needs neither the Gaussian transform nor a recurrence.

### (k) An eight-term step

For the same exponents and centres, raise \(a\) in \((p_xp_x|p_xp_x)\).

**Solution.** All four powers along \(x\) are one, so no term drops out. The lower integrals were generated by the same recurrence. In units of \(10^{-3}\) bohr\(^{10}\) the terms are

- \((p_xp_x|p_xp_x)^0\) and \((p_xp_x|p_xp_x)^1\): \(-0.59346\) and \(-0.32200\);
- \((sp_x|p_xp_x)^0\) and \((sp_x|p_xp_x)^1\): \(+2.95613\) and \(-0.19557\);
- \((p_xs|p_xp_x)^0\) and \((p_xs|p_xp_x)^1\): \(-7.30037\) and \(+1.17907\);
- \((p_xp_x|sp_x)^1\) and \((p_xp_x|p_xs)^1\): \(-0.03499\) and \(+0.21548\).

Each number already includes its coefficient. The fifth, for example, is \(0.25\times(-29.20148)=-7.30037\). The sum is

\[
(d_{xx}p_x|p_xp_x)=-4.09571\times10^{-3}\ \text{bohr}^{10},
\]

again equal to the direct quadrature in all digits shown. A negative value is possible because the products of p and d functions change sign in space; they are not densities of one sign. The two terms that lower a power on electron 2 add up to \(+0.18050\) (summed before rounding), about 4% of the magnitude of the sum, so omitting them would change the result visibly. The numerical check also covers the three-centre recurrence, the coupled pair and the eight-term relation for \(m=0,1,2\).

## Computed values

```
a: exponent 0.8 bohr^-2, centre (0.0, 0.0, 0.0) bohr
b: exponent 1.2 bohr^-2, centre (1.0, 0.4, -0.2) bohr
c: exponent 1.0 bohr^-2, centre (0.5, -0.6, 0.9) bohr
d: exponent 2.0 bohr^-2, centre (2.0, 0.3, 0.6) bohr
zeta 2.0000, eta 3.0000, rho 1.2000 bohr^-2
P = (0.6000, 0.2400, -0.1200) bohr
Q = (1.5000, 0.0000, 0.7000) bohr
W = (1.1400, 0.0960, 0.3720) bohr
|P-Q|^2 = 1.5400 bohr^2, T = 1.8480 (no unit)
K_AB = 0.56214245, K_CD = 0.12245643 (no unit)
seed prefactor = 0.17951320 bohr^5
x: P-A 0.6000, W-P 0.5400, Q-C 1.0000, W-Q -0.3600 bohr
m=0: F_m = 0.61636178, (ss|ss)^m = 0.11064508 bohr^5
m=1: F_m = 0.12413686, (ss|ss)^m = 0.02228420 bohr^5
m=2: F_m = 0.05813274, (ss|ss)^m = 0.01043559 bohr^5
m=3: F_m = 0.03601509, (ss|ss)^m = 0.00646518 bohr^5
(s s|px s)^0 = 0.10262276 bohr^6
(s s|px s)^1 = 0.01852739 bohr^6
(s s|px s)^2 = 0.00810813 bohr^6
(px s|s s)^1 = 0.01900574 bohr^6
(px s|px s)^0 = 0.07380687 bohr^7
(px s|px s)^1 = 0.01653838 bohr^7
(dxx s|px s): coefficient * integral = term
 (ab|cd)^0: 0.600000 bohr^1 * 0.07380687 bohr^7 = 0.04428412 bohr^8
 (ab|cd)^1: 0.540000 bohr^1 * 0.01653838 bohr^7 = 0.00893073 bohr^8
 (a-1 b|cd)^0: 0.250000 bohr^2 * 0.10262276 bohr^6 = 0.02565569 bohr^8
 (a-1 b|cd)^1: -0.150000 bohr^2 * 0.01852739 bohr^6 = -0.00277911 bohr^8
 (ab|c-1 d)^1: 0.100000 bohr^2 * 0.01900574 bohr^6 = 0.00190057 bohr^8
 sum of terms = 0.07799201 bohr^8
 direct 1/r12 quadrature = 0.07799201 bohr^8
(dxx px|px px): coefficient * integral = term
 (ab|cd)^0: 0.600000 bohr^1 * -0.00098910 bohr^9 = -0.00059346 bohr^10
 (ab|cd)^1: 0.540000 bohr^1 * -0.00059630 bohr^9 = -0.00032200 bohr^10
 (a-1 b|cd)^0: 0.250000 bohr^2 * 0.01182453 bohr^8 = 0.00295613 bohr^10
 (a-1 b|cd)^1: -0.150000 bohr^2 * 0.00130383 bohr^8 = -0.00019557 bohr^10
 (a b-1|cd)^0: 0.250000 bohr^2 * -0.02920148 bohr^8 = -0.00730037 bohr^10
 (a b-1|cd)^1: -0.150000 bohr^2 * -0.00786046 bohr^8 = 0.00117907 bohr^10
 (ab|c-1 d)^1: 0.100000 bohr^2 * -0.00034986 bohr^8 = -0.00003499 bohr^10
 (ab|c d-1)^1: 0.100000 bohr^2 * 0.00215484 bohr^8 = 0.00021548 bohr^10
 sum of terms = -0.00409571 bohr^10
 direct 1/r12 quadrature = -0.00409571 bohr^10
(dxy pz|py px): recursion -0.00146840, direct -0.00146840 bohr^10
largest relative deviations (no unit):
 three-centre overlap recurrence 2.7e-16
 coupled pair at fixed u 4.9e-15
 eight terms at fixed u 6.5e-16
 eight terms, auxiliary integrals 4.2e-16
 Boys-function seeds 5.1e-15
 recursion against direct quadrature 1.1e-14
```
